# The Spin-Orbit Sum Rule for the L3/L2 Branching Ratio

**Definitions and conventions**

An electron is excited by electric-dipole absorption from a full $2p$ shell into a partly filled $d$ shell. The normalized ground state $|g\rangle$ may be a correlated many-electron state of any symmetry. The operator $d_a^\dagger$ creates an electron in the $d$ spin-orbital $|a\rangle$, and $p_c$ removes one from the core spin-orbital $|c\rangle$. Angular momenta are in units of $\hbar$, so $\mathbf l\cdot\mathbf s$ is in units of $\hbar^2$.

Let $n_i=x_i/r$, with $i=x,y,z$, be the components of the unit position vector (here $r$ is the radius; elsewhere it is the ratio defined below). A dipole matrix element is a radial integral times $\langle a|n_i|c\rangle$. The radial integral is assumed to be the same for both core levels and both spin-orbit partners of the $d$ shell, and is set to one. The transition operator for light polarized along $i$ is then

$$T_i=\sum_{a,c}\langle a|n_i|c\rangle\,d_a^\dagger p_c. \tag{1}$$

Transitions from $2p$ to $s$ states are left out; in a measured spectrum their contribution has to be removed first.

The $L_3$ edge has its core hole in the $j=3/2$ level, the $L_2$ edge in the $j=1/2$ level. Their line strengths, summed over three perpendicular polarizations and over all final states of the edge, are

$$I_3=\sum_i\sum_{f\in L_3}|\langle f|T_i|g\rangle|^2,\qquad I_2=\sum_i\sum_{f\in L_2}|\langle f|T_i|g\rangle|^2. \tag{2}$$

The absorption cross-section carries a further factor of the photon energy, which is divided out here. If it is left in, the measured ratio is smaller than $I_3/I_2$ by roughly the ratio of the two edge energies, since $L_3$ lies lower. Dividing it out does not make a measured ratio equal to the $I_3/I_2$ of this model, because in real atoms the radial integrals are not equal. The $2p_{1/2}$ orbital is more contracted than $2p_{3/2}$. An estimate from the Dirac equation in a screened Thomas-Fermi potential puts the squared integral to a $d_{3/2}$ orbital lower for $2p_{1/2}$ than for $2p_{3/2}$ by about 5% at $Z=26$, 9% at $Z=44$ and 15% at $Z=77$. This weakens $L_2$ and raises the ratio, in the direction opposite to the photon-energy factor, and has to be allowed for before the rule is applied to a measured spectrum.

The holes of the ground state are described by the matrix

$$h_{ba}=\langle g|d_b d_a^\dagger|g\rangle, \tag{3}$$

from which follow the number of holes and their spin-orbit expectation value,

$$n_h=\mathrm{Tr}\,h,\qquad \Lambda=\sum_{ab}(\mathbf l\cdot\mathbf s)_{ab}\,h_{ba},\qquad r=\frac{\Lambda}{n_h}. \tag{4}$$

The result to be derived is

$$\frac{I_3}{I_2}=\frac{2+r}{1-r}. \tag{5}$$

The sign of $\Lambda$ needs care. Since $d_bd_a^\dagger=\delta_{ab}-d_a^\dagger d_b$,

$$\Lambda=\mathrm{Tr}(\mathbf l\cdot\mathbf s)-\sum_{ab}(\mathbf l\cdot\mathbf s)_{ab}\langle d_a^\dagger d_b\rangle=-\Big\langle\sum_k\mathbf l_k\cdot\mathbf s_k\Big\rangle, \tag{6}$$

where $k$ runs over the $d$ electrons. The trace vanishes because it factorizes into orbital and spin traces, and each spin component is traceless. Spin-orbit coupling favours a negative electron sum, and hence a positive $r$.

**From the spectrum to the ground state**

Let $\Pi_j$ project the many-electron final states onto those whose core hole has angular momentum $j$. The essential assumption is that the final-state Hamiltonian does not mix $j=3/2$ with $j=1/2$, so that it commutes with $\Pi_j$. Its eigenstates can then be sorted into two sets, and each set is complete in its own subspace: $\sum_{f\in j}|f\rangle\langle f|=\Pi_j$. Equation (2) becomes

$$I_j=\sum_i\langle g|T_i^\dagger\,\Pi_j\,T_i|g\rangle, \tag{7}$$

with $I_{3/2}=I_3$ and $I_{1/2}=I_2$. The final-state energies have dropped out. For a given $|g\rangle$, interactions among the $d$ electrons in the final state, and any core-valence interaction diagonal in $j$, reshape each edge but leave its integral unchanged.

Now choose core spin-orbitals $|jm\rangle$. States with holes in different core spin-orbitals are orthogonal, so

$$I_j=\sum_{i,m}\sum_{ab}\langle b|n_i|jm\rangle^*\langle a|n_i|jm\rangle\,\langle g|p_{jm}^\dagger d_b d_a^\dagger p_{jm}|g\rangle .$$

The pair $d_bd_a^\dagger$ commutes with $p_{jm}$, and $p_{jm}^\dagger p_{jm}|g\rangle=|g\rangle$ because the core is full. The last factor is therefore $h_{ba}$. Since $n_i$ is Hermitian, $\langle b|n_i|jm\rangle^*=\langle jm|n_i|b\rangle$, and

$$I_j=\mathrm{Tr}(A^jh),\qquad A^j=\sum_i Q\,n_i\,P_j\,n_i\,Q. \tag{8}$$

Here $P_j=\sum_m|jm\rangle\langle jm|$ projects onto a core level and $Q$ onto the ten $d$ spin-orbitals. The many-electron problem has been reduced to two $10\times10$ matrices.

**The one-electron weights**

The $n_i$ form a vector and $P_j$ is invariant under joint rotations of orbit and spin. The sum over $i$ in (8) makes $A^j$ invariant too. The $d$ space consists of one $j'=5/2$ level and one $j'=3/2$ level. A rotationally invariant operator cannot connect different $j'$ and is a constant within each level, so

$$A^j=a(j,\tfrac52)\,Q_{5/2}+a(j,\tfrac32)\,Q_{3/2}, \tag{9}$$

where $Q_{j'}$ projects onto a $d$ level.

The four constants follow from two orbital sums. The angular part of a $p$ orbital is proportional to $n_k$. Multiplication by $n_i$ gives

$$n_in_k=\left(n_in_k-\tfrac13\delta_{ik}\right)+\tfrac13\delta_{ik}.$$

The bracket is a traceless quadratic form, hence a $d$ function; the last term is an $s$ function. Keeping the $d$ part, multiplying by $n_i$ again and summing, with $\sum_in_i^2=1$, gives

$$\sum_i n_i\left(n_in_k-\tfrac13\delta_{ik}\right)=n_k-\tfrac13n_k=\tfrac23n_k. \tag{10}$$

Thus $\sum_i n_iQn_i$ equals $2/3$ on every $p$ orbital.

For the reverse path, let $P=P_{3/2}+P_{1/2}$ be the projector onto the whole $p$ shell. The operator $\sum_iQn_iPn_iQ$ does not involve spin and is invariant under orbital rotations, so it is a constant $\alpha$ on the $d$ shell. Cyclic invariance of the trace relates it to (10). There are ten $d$ and six $p$ spin-orbitals, so

$$10\,\alpha=6\cdot\tfrac23,\qquad \alpha=\tfrac25. \tag{11}$$

The constants are now fixed in turn.

- A vector operator acting on $j=1/2$ yields only $1/2$ and $3/2$. Therefore $a(\tfrac12,\tfrac52)=0$.
- By (10), the trace of $A^{1/2}$ is $2\cdot\tfrac23=\tfrac43$, because the core level has two states. By (9) it is $4\,a(\tfrac12,\tfrac32)$. Therefore $a(\tfrac12,\tfrac32)=\tfrac13$.
- By (11), $A^{3/2}+A^{1/2}=\tfrac25Q$. Therefore $a(\tfrac32,\tfrac52)=\tfrac25$ and $a(\tfrac32,\tfrac32)=\tfrac25-\tfrac13=\tfrac1{15}$.

A $j'=5/2$ hole can be filled only from the $L_3$ level. A $j'=3/2$ hole is filled five times more strongly from $L_2$ than from $L_3$. This difference makes the branching ratio sensitive to the spin-orbit state of the holes.

**The sum rule**

For a $d$ electron with total angular momentum $j'$,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j'(j'+1)-6-\tfrac34\right]=\begin{cases}1,&j'=5/2,\\-\tfrac32,&j'=3/2.\end{cases} \tag{12}$$

The combination $1-\mathbf l\cdot\mathbf s$ is zero on the first level and $5/2$ on the second, so

$$Q_{3/2}=\tfrac25\,(1-\mathbf l\cdot\mathbf s). \tag{13}$$

Inserting $A^{1/2}=\tfrac13Q_{3/2}$ into (8) and using (4),

$$I_2=\tfrac13\cdot\tfrac25\,\mathrm{Tr}\big[(1-\mathbf l\cdot\mathbf s)h\big]=\tfrac2{15}(n_h-\Lambda). \tag{14}$$

The total strength is $I_3+I_2=\tfrac25n_h$ by (11). Subtraction gives

$$I_3=\tfrac6{15}n_h-\tfrac2{15}(n_h-\Lambda)=\tfrac2{15}(2n_h+\Lambda). \tag{15}$$

Dividing (15) by (14), and then numerator and denominator by $n_h$, yields (5). To extract $r$ from a ratio $R=I_3/I_2$, write $R(1-r)=2+r$ and collect terms:

$$r=\frac{R-2}{R+1}. \tag{16}$$

If $n_{5/2}$ and $n_{3/2}$ are the numbers of holes in the two $d$ levels, (12) gives

$$\Lambda=n_{5/2}-\tfrac32n_{3/2},\qquad n_h=n_{5/2}+n_{3/2}, \tag{17}$$

so $-\tfrac32\le r\le1$. If all holes have $j'=3/2$, which is possible only for $n_h\le4$, then $R=\tfrac12/\tfrac52=\tfrac15$. If all have $j'=5/2$, which is possible only for $n_h\le6$, the $L_2$ edge vanishes and $R$ diverges. For more holes the range is narrower; for $n_h=5$ it is $-1\le r\le1$. For $r=0$ the ratio is 2, which is also the ratio of the numbers of core states, four to two.

**A low-spin $d^5$ ion**

Consider a model ion with five $d$ electrons in a cubic field. The parameters are round values: Slater integrals $F^2=4.0$ eV and $F^4=2.5$ eV for the $d$-$d$ repulsion, a splitting $10Dq=3.0$ eV between the lower $t_{2g}$ and the upper $e_g$ orbitals, and a spin-orbit constant $\zeta_d=0.4$ eV. Diagonalization in all 252 states of $d^5$ gives a ground state with 0.15 electrons in the $e_g$ orbitals. Its holes are distributed as $n_{5/2}=4.0665$ and $n_{3/2}=0.9335$. From (17),

$$\Lambda=4.0665-1.5\times0.9335=2.666,\qquad r=\frac{2.666}{5}=0.533,$$

and from (5)

$$\frac{I_3}{I_2}=\frac{2.5333}{0.4667}=5.43 .$$

An independent value comes from the spectrum. All 1260 states of $p^5d^6$ were computed with a core spin-orbit constant $\zeta_p=50$ eV and a core-valence interaction from which the part mixing the two core levels had been removed. Summing the lines of each edge gives $I_3=1.689$ and $I_2=0.311$, again with ratio 5.43. The numerical check asserts this agreement, the weights in (9), and the rule for randomly chosen states with one, eight and nine $d$ electrons.

The limit of a strong cubic field can be found by hand. Four holes then fill the $e_g$ orbitals with both spins, and they contribute nothing to $\Lambda$ because the spin trace vanishes. The fifth hole is in $t_{2g}$. With $l_z=-i(x\partial_y-y\partial_x)$,

$$l_z(yz)=-i\,zx,\qquad l_z(zx)=i\,yz,$$

while $l_z(xy)=-i(x^2-y^2)$ lies outside $t_{2g}$. For $p$ functions, $l_zx=iy$ and $l_zy=-ix$. Under the correspondence $yz,zx,xy\to x,y,z$, the orbital momentum within $t_{2g}$ is therefore minus that of a $p$ shell; the other components follow by cyclic permutation. In a $p$ shell $\mathbf l\cdot\mathbf s$ is $\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$, so in $t_{2g}$ the values are $-\tfrac12$ (four states) and $+1$ (two states). For $\zeta_d>0$ the hole occupies the highest electron level, which has the value $+1$. Hence

$$\Lambda=1,\qquad r=\tfrac15,\qquad \frac{I_3}{I_2}=\frac{2.2}{0.8}=2.75. \tag{18}$$

The computation with $10Dq=10^4$ eV gives $\Lambda=1.0005$ and a ratio of 2.75. At $10Dq=3.0$ eV, with the other parameters unchanged, $\Lambda$ is more than twice as large, although few electrons are in $e_g$. There is no contradiction: the $e_g$ population is quadratic in the admixed amplitudes, whereas the matrix elements of $\mathbf l\cdot\mathbf s$ between $t_{2g}$ and $e_g$ contribute to $\Lambda$ linearly. The strong-field value (18) can therefore be a poor estimate of the ratio even when the $e_g$ population is small.

The quantity $\Lambda$ in the rule is not the expectation value of the product of the total momenta. That product is

$$\mathbf L\cdot\mathbf S=\sum_k\mathbf l_k\cdot\mathbf s_k+\sum_{k\ne k'}\mathbf l_k\cdot\mathbf s_{k'}, \tag{19}$$

and its second sum does not enter (8), which contains one-electron operators alone. In the example $\langle\mathbf L\cdot\mathbf S\rangle=0.48$, whereas the first sum alone has, by (6), the expectation value $-\Lambda=-2.67$.

**Why all polarizations are needed**

For one polarization, $Qn_iP_jn_iQ$ is not rotationally invariant and (9) does not apply. The line strength then also depends on the anisotropy of the holes. Raising the $xy$ orbital of the model ion by 0.5 eV makes the field tetragonal. The ground state now has $\Lambda=2.54$, for which (5) predicts 5.10. The ratio is 4.84 for polarization along $z$ and 5.23 for the two in-plane polarizations together. Adding the strengths of all three polarizations before dividing restores 5.10. A randomly oriented powder gives the same ratio, because the average of $e_ie_k$ over directions of a unit polarization vector $\mathbf e$ is $\delta_{ik}/3$.

**Core-valence mixing**

The Coulomb interaction $V$ between the core and the $d$ shell contains multipole and exchange terms that act on the orbital motion of the core hole. They need not commute with its spin-orbit coupling, and so can mix $j=3/2$ with $j=1/2$. The size of the resulting error can be found when the edges are far apart.

A full $p$ shell has zero total $\mathbf l\cdot\mathbf s$, so a shell with one hole has minus the value of the missing electron. The core spin-orbit energy is thus $-\tfrac12\zeta_p$ for a $j=3/2$ hole and $+\zeta_p$ for a $j=1/2$ hole. The separation is

$$\Delta=\tfrac32\zeta_p, \tag{20}$$

with $L_3$ lower. Let $\Delta$ be large compared with $V$ and with the spread of valence energies. To first order in $1/\Delta$, a state $|3\rangle$ of the $L_3$ group becomes

$$|3'\rangle=|3\rangle-\frac1\Delta\,\Pi_{1/2}V|3\rangle,$$

the minus sign coming from the energy denominator $E_3-E_2=-\Delta$. Summing $|3'\rangle\langle3'|$ over the group gives the changed projector

$$\Pi_{3/2}'=\Pi_{3/2}-\frac1\Delta\left(\Pi_{1/2}V\Pi_{3/2}+\Pi_{3/2}V\Pi_{1/2}\right). \tag{21}$$

Inserted into (7), the two terms in brackets are complex conjugates of each other, so

$$\delta I_3=-\frac2\Delta\sum_i\mathrm{Re}\,\langle g|T_i^\dagger\Pi_{3/2}V\Pi_{1/2}T_i|g\rangle=-\delta I_2. \tag{22}$$

The last equality holds because the two projectors still add up to one. Mixing moves strength between the edges without changing the total. To this order the error falls as $1/\zeta_p$; its sign depends on the matrix element.

For the cubic model ion the full interaction was switched on with $F^2=4.0$ eV, $G^1=3.0$ eV and $G^3=2.0$ eV between core and valence shell. The apparent $\Lambda$ is $n_h=5$ times the value of $r$ that (16) yields from the computed ratio.

| $\zeta_p$ (eV) | $I_3/I_2$ | $\delta I_3$ | $\delta I_3$ from (22) | apparent $\Lambda$ |
|---|---|---|---|---|
| 1000 | 5.41 | −0.00064 | −0.00064 | 2.66 |
| 200 | 5.36 | −0.00318 | −0.00318 | 2.64 |
| 50 | 5.17 | −0.01274 | −0.01271 | 2.57 |

With the total fixed, (15) shows that the apparent $\Lambda$ changes by $\tfrac{15}2\delta I_3$. For $\zeta_p=50$ eV this is $7.5\times(-0.01274)=-0.096$, an error of about 4% relative to the true $\Lambda$ of the model. The ratio itself is about 5% below the value given by (5).

When $\Delta$ is no longer large compared with $V$ and the valence energies, (22) loses its justification. If the edges also overlap, the division of the spectrum into $I_3$ and $I_2$ becomes ambiguous, and (16) no longer gives a controlled value of $r$. The table should not be read as typical of all transition metals. In $5d$ ions $\zeta_p$ is of order 1000 eV, but in $3d$ ions it is of order 10 eV or less. For the model ion at $\zeta_p=10$ eV the two edges are only 0.5 eV apart, the ratio is 4.35, and the apparent $\Lambda$ is 2.20, about 18% too low.

## Computed results

```
One-electron weights a(core j, d j'), squared radial integral = 1
  a(1.5,2.5) = 0.400000
  a(1.5,1.5) = 0.066667
  a(0.5,2.5) = 0.000000
  a(0.5,1.5) = 0.333333
Model d5 ion, inputs in eV
  d-d Slater integrals F2, F4 = 4.0, 2.5
  cubic splitting 10Dq = 3.0, d spin-orbit zeta_d = 0.4
  core-valence F2, G1, G3 = 4.0, 3.0, 2.0
  number of states: initial 252, final 1260
Ground state
  electrons in e_g orbitals = 0.1465
  holes with j=5/2, j=3/2 = 4.0665, 0.9335
  electron sum of l.s = -2.6663 hbar^2
  same from dE/d(zeta_d) = -2.6663 hbar^2
  hole sum Lam = 2.6663 hbar^2, r = 0.5333
  total L.S (not the quantity in the rule) = 0.4761 hbar^2
  ratio predicted by the rule = 5.4275
Spectrum, zeta_p = 50.0 eV, core-valence part diagonal in core j
  I3 = 1.68884, I2 = 0.31116, ratio = 5.4275
  energy gap between the two edges = 60.3 eV
Strong-field limit, 10Dq = 10000 eV
  Lam = 1.0005 hbar^2, ratio = 2.7505
Full core-valence interaction
  zeta_p = 1000 eV: ratio = 5.4144, apparent Lam = 2.6615 hbar^2
    change of I3 = -0.000636, first order = -0.000636
  zeta_p = 200 eV: ratio = 5.3625, apparent Lam = 2.6424 hbar^2
    change of I3 = -0.003181, first order = -0.003179
  zeta_p = 50 eV: ratio = 5.1747, apparent Lam = 2.5707 hbar^2
    change of I3 = -0.012743, first order = -0.012715
Tetragonal field, xy orbital raised by 0.5 eV
  Lam = 2.5421 hbar^2, rule = 5.1027
  ratio z, in-plane, summed = 4.8389, 5.2257, 5.1027
```
